# Why Chiral Bilayer Carriers Do Not Klein Tunnel at Normal Incidence

A gate over part of a graphene sheet raises the potential energy beneath it from zero to $V_0$. An electron of energy $E$, with $0<E<V_0$, arrives at right angles to the gate edge. An ordinary particle would find no states at its energy under the gate. Here there are some: graphene has no gap, and below the local neutrality point lie the states of the valence band. The edge is an n-p junction, and the question is whether the electron crosses it.

For a single layer it crosses with certainty, which is called Klein tunnelling. One may attribute this to the carriers being chiral: each has a pseudospin, the relative amplitude and phase on two sublattices, tied to its direction of motion. Carriers in bilayer graphene are chiral and gapless too. It is therefore tempting to conclude that they also pass freely. In fact, in the model below, an unbiased bilayer junction reflects them perfectly at normal incidence, as long as $E$ and $V_0-E$ are both smaller than the interlayer coupling $\gamma_1$.

I consider one valley and a potential $V(x)$ that acts equally on all sites. Trigonal warping is left out, as is any potential difference between the layers until the last section. I set $\hbar=1$, and $p_x=-i\,d/dx$.

## Where the belief is right

Let $\pi=p_x+ip_y$ and $\pi^\dagger=p_x-ip_y$. The monolayer Hamiltonian is

$$H_1=v\begin{pmatrix}0&\pi^\dagger\\ \pi&0\end{pmatrix}+V(x).$$

Since $V$ does not depend on $y$, $p_y$ is conserved. At normal incidence $p_y=0$ and $H_1=vp_x\sigma_x+V(x)$, which commutes with $\sigma_x$. An incident electron has $E=vk$ with $k>0$, so it belongs to $\sigma_x=+1$. Its amplitude obeys

$$-iv\,\psi'=(E-V)\psi,\qquad \psi(x)=\psi(0)\exp\!\left[\frac{i}{v}\int_0^x (E-V(x'))\,dx'\right].$$

The exponent is imaginary, so $|\psi|$ is the same everywhere. The velocity operator $\partial H_1/\partial p_x=v\sigma_x$ equals $+v$ in this sector, so there is no left-moving wave. Hence $T=1$ for every profile $V(x)$. Under the gate the wave number $(E-V_0)/v$ is negative, but the carrier still moves to the right, as a valence-band state.

## The bilayer Hamiltonian

Call the sites of the two layers $A_1,B_1$ and $A_2,B_2$. Sites $B_1$ and $A_2$ lie above one another and are coupled by $\gamma_1$. With $\varepsilon=E-V$,

$$\begin{aligned}
v\pi^\dagger\psi_{B1}&=\varepsilon\psi_{A1}, & v\pi\psi_{A1}+\gamma_1\psi_{A2}&=\varepsilon\psi_{B1},\\
v\pi\psi_{A2}&=\varepsilon\psi_{B2}, & \gamma_1\psi_{B1}+v\pi^\dagger\psi_{B2}&=\varepsilon\psi_{A2}.
\end{aligned}$$

For $|\varepsilon|\ll\gamma_1$ the right-hand sides of the two equations containing $\gamma_1$ can be dropped, to leading order. They then give $\psi_{A2}=-(v/\gamma_1)\pi\psi_{A1}$ and $\psi_{B1}=-(v/\gamma_1)\pi^\dagger\psi_{B2}$. Inserting these in the other two equations leaves a problem for $(\psi_{A1},\psi_{B2})$:

$$H_2=-\frac{1}{2m}\begin{pmatrix}0&(\pi^\dagger)^2\\ \pi^2&0\end{pmatrix}+V(x),\qquad \frac{1}{2m}=\frac{v^2}{\gamma_1}.$$

For a plane wave in direction $\phi$, $\pi=pe^{i\phi}$. The electron state is $(1,e^{i\phi})/\sqrt2$ in the monolayer and $(1,-e^{2i\phi})/\sqrt2$ in the bilayer. When $\phi$ makes one turn, the pseudospin makes $J=1$ turn or $J=2$ turns. The squared overlap of two electron states at angles $\phi$ and $\phi'$ is

$$\tfrac14\left|1+e^{iJ(\phi'-\phi)}\right|^2=\cos^2\frac{J(\phi'-\phi)}{2}.$$

For backscattering $\phi'-\phi=\pi$. The overlap is 0 for $J=1$ and 1 for $J=2$. Both carriers are chiral, but the doubled winding brings the bilayer pseudospin back to itself when the motion is reversed. The argument that protects the monolayer electron from reflection is therefore absent in the bilayer.

## Perfect reflection

That reflection is allowed does not yet make it complete. At $p_y=0$,

$$H_2=-\frac{p_x^2}{2m}\sigma_x+V(x),$$

and $\sigma_x$ is again conserved. An electron of positive kinetic energy has $\sigma_x=-1$, and in that sector

$$-\frac{1}{2m}\psi''+V\psi=E\psi .$$

This is the Schrödinger equation of an ordinary particle of mass $m$. Where $V=V_0>E$ its solutions are $e^{\pm\kappa x}$ with $\kappa=\sqrt{2m(V_0-E)}$. The valence states under the gate do exist, with $E=V_0-q^2/2m$, but they have $\sigma_x=+1$. A potential proportional to the unit matrix cannot turn one sector into the other.

Because $V$ and $E$ are real, $\psi^*\psi''-\psi\,\psi^{*\prime\prime}=0$. This is the derivative of $\psi^*\psi'-\psi\,\psi^{*\prime}$, so the current $j=\mathrm{Im}(\psi^*\psi')/m$ does not depend on $x$. Far to the right of a junction the solution decays and $j=0$. Far to the left, $\psi=e^{ikx}+re^{-ikx}$ with $k=\sqrt{2mE}$, and $j=(k/m)(1-|r|^2)$. Therefore

$$R=|r|^2=1,$$

for a sharp or a smooth junction. The profile affects only the phase of $r$.

The contrast follows from the powers of momentum. In a fixed sector the monolayer energy $vp_x$ runs through both signs, so a right-moving state is available on both sides. The bilayer energy $p_x^2/2m$ has one sign, so the sector has no propagating state beyond the junction. The same reasoning covers the model with off-diagonal elements proportional to $(\pi^\dagger)^J$ and $\pi^J$. For odd $J$, $p_x^J$ is monotonic and the incident sector has no reflected channel. For even $J$ it has no transmitted channel. The program's multicomponent matching gives $R=0,1,0,1$ for $J=1,2,3,4$ at a sharp junction.

## A barrier of finite width

If the gate covers a strip $0<x<D$, the decaying wave reaches the far side, and reflection is no longer perfect. Let the transmitted wave be $te^{ik(x-D)}$. Both $\psi$ and $\psi'$ are continuous at a finite step, so inside the strip

$$\psi=t\left[\cosh\kappa(x-D)+\frac{ik}{\kappa}\sinh\kappa(x-D)\right].$$

Write $C=\cosh\kappa D$ and $S=\sinh\kappa D$. At $x=0$, where $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$,

$$1+r=t\left(C-\frac{ik}{\kappa}S\right),\qquad ik(1-r)=t\left(ikC-\kappa S\right).$$

Dividing the second equation by $ik$ and adding the first removes $r$:

$$2=t\left[2C+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)S\right].$$

Take the squared modulus, divide by 4 and use $C^2=1+S^2$. Since $1+\frac14(\kappa/k-k/\kappa)^2=\frac14(\kappa/k+k/\kappa)^2$,

$$\frac1T=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa D .$$

For $\kappa D\gg1$, $\sinh^2\kappa D\approx e^{2\kappa D}/4$ and

$$T\approx\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa D}.$$

A "wide" barrier is one with $\kappa D\gg1$.

**A number.** Hartree units are unnatural here, because $v$ and $\gamma_1$ set the scales. I measure energy in $\gamma_1$ and length in $\hbar v/\gamma_1$, so that $2m=1$. Take the round values $E=0.04$, $V_0=0.10$ and $D=20$. Then

$$k=\sqrt{0.04}=0.200,\qquad \kappa=\sqrt{0.10-0.04}=0.245 .$$

The prefactor is $16(0.04)(0.06)/(0.10)^2=3.84$ and the exponent is $2\kappa D=9.80$, so

$$T\approx3.84\,e^{-9.80}=2.13\times10^{-4}.$$

The monolayer has $T=1$ at the same barrier. The bilayer barrier must be wide for the contrast to be this strong: at $D=5$ it still transmits 0.284, and at $D=10$, 0.0282.

Smooth edges change the prefactor but not the decay with width. In a flat top of length $L$, the solution that joins the transmitted wave is $ae^{-\kappa(x-x_2)}+be^{\kappa(x-x_2)}$, where $x_2$ is the right end of the top. The right edge fixes $a/t$ and $b/t$, whatever $L$ is. The coefficient $a$ cannot vanish, since the $b$ term alone carries no current. At the left end the $a$ term has grown to $ae^{\kappa L}$ and dominates. Continued to the left, it is a real function times a constant, so it contains incident and reflected waves of equal, nonzero size. The incident amplitude thus grows as $e^{\kappa L}$ at fixed $t$, and $T\propto e^{-2\kappa L}$. With edges of width 10, the program finds that lengthening the top from 20 to 30 multiplies $T$ by 0.00745, which agrees with $e^{-20\kappa}$.

## Does the result survive all four bands?

The two-band model assumed $|\varepsilon|\ll\gamma_1$. At $p_y=0$ the four original equations are unchanged by the exchange $A_1\leftrightarrow B_2$, $B_1\leftrightarrow A_2$, which takes over the role of $\sigma_x$. In the odd sector $\psi_{B2}=-\psi_{A1}$ and $\psi_{A2}=-\psi_{B1}$, which leaves

$$vp_x\psi_{B1}=\varepsilon\psi_{A1},\qquad vp_x\psi_{A1}=(\varepsilon+\gamma_1)\psi_{B1}.$$

For constant $V$ these give $v^2p_x^2=\varepsilon(\varepsilon+\gamma_1)$. The even sector has $v^2p_x^2=\varepsilon(\varepsilon-\gamma_1)$, which is negative for $0<\varepsilon<\gamma_1$. An incident electron with $0<E<\gamma_1$ is therefore odd. Beyond the junction the odd sector is evanescent when $-\gamma_1<\varepsilon<0$. Its conserved current vanishes there, so $R=1$ holds in the four-band model for $0<E<\gamma_1$ and

$$0<V_0-E<\gamma_1 .$$

The continuous quantities are now $\psi_{A1}$ and $\psi_{B1}=vp_x\psi_{A1}/(\varepsilon+\gamma_1)$. In the barrier formula $k$ and $\kappa$ outside the hyperbolic sine came from the continuity of $\psi'$. They are replaced by $u=vk/(E+\gamma_1)$ and $v\kappa/(E-V_0+\gamma_1)$, with $k$ and $\kappa$ taken from the four-band dispersion. In the example $\kappa$ falls from 0.245 to 0.237 and $T$ becomes $2.81\times10^{-4}$. The two-band value is 24% below this four-band one.

A step with $V_0-E>\gamma_1$ behaves differently. For $\varepsilon<-\gamma_1$ the odd sector has a second valence band, with real wave number $|q|=\sqrt{\varepsilon(\varepsilon+\gamma_1)}/v$. Differentiating the dispersion gives $2v^2q=(2\varepsilon+\gamma_1)\,d\varepsilon/dq$, so the right-moving state has $q<0$. Its ratio $w=\psi_{B1}/\psi_{A1}=vq/(\varepsilon+\gamma_1)$ is then positive. At a sharp step, continuity requires $1+r=t$ and $u(1-r)=wt$, hence $r=(u-w)/(u+w)$ and

$$T=1-r^2=\frac{4uw}{(u+w)^2}.$$

For $V_0=1.54$, $\varepsilon=-1.50$. With the four-band $k=0.204$, $u=0.204/1.04=0.196$, while $w=\sqrt{0.75}/0.50=1.73$. The sharp junction transmits $T=0.365$. Unlike $R=1$, this value depends on the profile: a gradual step passes through the range $-\gamma_1<\varepsilon<0$, where the odd sector is evanescent, and the electron must tunnel across that region.

## Away from normal incidence, and with a bias

At $p_y\neq0$ the two sectors mix. Exchanging the two components interchanges $\pi^2$ and $(\pi^\dagger)^2$, which is the same as reversing $p_y$: $\sigma_xH_2(p_y)\sigma_x=H_2(-p_y)$. Write the incident electron as $(e^{-i\phi},-e^{i\phi})/\sqrt2$ and the transmitted valence state, with momentum angle $\theta$, as $(e^{-i\theta},e^{i\theta})/\sqrt2$. Under $\sigma_x$ the first becomes minus its mirror image and the second plus its mirror image. The junction's transmission amplitude is therefore odd in $p_y$. If it is smooth with a nonzero linear term, $T\propto\phi^2$ at small angles. The program supports this: $T$ grows by a factor 3.996 from 0.5° to 1°.

In the two-band example a sharp junction transmits 0.001 at 1°, 0.087 at 10° and 0.326 at 30°. The monolayer values are 1.000, 0.979 and 0.823. A wide barrier can even become transparent at an oblique angle. For $D=60$ the two-band barrier formula gives $T=6.6\times10^{-13}$ at normal incidence, yet the computed two-band $T$ reaches 1.00 at a resonance near 30°. Perfect reflection is a statement about one direction, not about the total current through a gated strip.

Let a bias shift the potential energy of the first layer by $+\Delta$ and that of the second by $-\Delta$. To leading order this adds $\Delta\sigma_z$ to $H_2$. The off-diagonal elements are unchanged, so the in-plane part of the pseudospin still winds twice. But $\sigma_z$ does not commute with $\sigma_x$, and the sectors mix even at $p_y=0$. With $\Delta=0.02$, smaller than both $E=0.04$ and $V_0-E=0.06$, carriers propagate on both sides, and a sharp junction transmits $T=0.567$ at normal incidence.

So a winding of two does not by itself guarantee reflection, just as chirality does not guarantee transmission. What decides is whether a conserved pseudospin sector exists and which propagating states it contains. In the monolayer the sector has a right-moving state on the far side and no left-moving state at all, so $T=1$. In the unbiased bilayer, for $0<E<\gamma_1$ and $0<V_0-E<\gamma_1$, it has no propagating state on the far side, so $R=1$. At the deep four-band step the sector has both, and transmission is partial. The numerical check matches all wave components at once, without assuming that the sectors separate.

## Values computed for the example and the checks

```
energy unit gamma1, length unit hbar v/gamma1
E = 0.04 gamma1
V0 = 0.1 gamma1
bilayer k = 0.2 gamma1/(hbar v)
bilayer kappa = 0.244949 gamma1/(hbar v)
decay length of T, 1/(2 kappa) = 2.04124 hbar v/gamma1
J=1: winding 1.000, overlap^2 with backscattered 0.000, with right-moving hole 1.000
J=2: winding 2.000, overlap^2 with backscattered 1.000, with right-moving hole 0.000
sharp junction, normal incidence, J=1: R = 0.000000000
sharp junction, normal incidence, J=2: R = 1.000000000
sharp junction, normal incidence, J=3: R = 0.000000000
sharp junction, normal incidence, J=4: R = 1.000000000
smooth ramp width = 10 hbar v/gamma1
smooth junction, normal incidence, J=1: R = 0.000000000
smooth junction, normal incidence, J=2: R = 1.000000000
smooth barrier, flat top 20, bilayer T = 1.61682e-06
smooth barrier, flat top 30, bilayer T = 1.20521e-08
ratio of these T = 0.00745419
exp(-2 kappa * 10) = 0.00745419
sharp barrier D=5: T bilayer 2.842597e-01, formula 2.842597e-01, T monolayer 1.000000
sharp barrier D=10: T bilayer 2.823524e-02, formula 2.823524e-02, T monolayer 1.000000
sharp barrier D=20: T bilayer 2.133474e-04, formula 2.133474e-04, T monolayer 1.000000
sharp barrier D=30: T bilayer 1.590492e-06, formula 1.590492e-06, T monolayer 1.000000
wide-barrier estimate of T at D=20 = 2.133692e-04
four-band k = 0.203961 gamma1/(hbar v)
four-band kappa = 0.237487 gamma1/(hbar v)
four-band T at D=20 = 2.811036e-04
four-band junction V0=0.10 gamma1: R = 1.000000000
four-band junction V0=0.94 gamma1: R = 1.000000000
four-band junction V0=1.54 gamma1: T = 0.365464
bilayer junction T(1 deg)/T(0.5 deg) = 3.9960
junction at 1 deg: T bilayer 0.00099, T monolayer 0.99979
junction at 5 deg: T bilayer 0.02405, T monolayer 0.99472
junction at 10 deg: T bilayer 0.08721, T monolayer 0.97902
junction at 20 deg: T bilayer 0.24303, T monolayer 0.91819
junction at 30 deg: T bilayer 0.32561, T monolayer 0.82343
junction at 45 deg: T bilayer 0.28633, T monolayer 0.63733
barrier D=60, normal incidence, bilayer T = 6.588e-13
barrier D=60, angle of a resonance = 29.62 deg
barrier D=60, bilayer T at that angle = 1.00000
bias Delta = 0.02 gamma1
biased bilayer junction, normal incidence, T = 0.56679
```
